# Spin-Dependent Velocity from Spin-Orbit Projectors in Norm-Conserving Pseudopotentials

## 1. The local case

Take an electron with the central spin-orbit term $H_{SO}=\xi(r)\,\mathbf L\cdot\mathbf S$, where $\mathbf L=\mathbf r\times\mathbf p$ and $\mathbf S=\hbar\boldsymbol\sigma/2$. The velocity is the rate of change of position, $\mathbf v=(i/\hbar)[H,\mathbf r]$. Since $\xi(r)$ commutes with $\mathbf r$, we need the commutator of $\mathbf L\cdot\mathbf S$ with $\mathbf r$. From $L_i=\epsilon_{iab}r_ap_b$ and $[p_b,r_j]=-i\hbar\delta_{bj}$,

$$[L_i,r_j]=-i\hbar\,\epsilon_{iaj}r_a=i\hbar\,\epsilon_{ijk}r_k .$$

Multiplying by $S_i$, and using $(\mathbf S\times\mathbf r)_j=\epsilon_{jik}S_ir_k=-\epsilon_{ijk}S_ir_k$,

$$[\mathbf L\cdot\mathbf S,\mathbf r]=-i\hbar\,\mathbf S\times\mathbf r. \tag{1}$$

Therefore $\mathbf v_{SO}=(i/\hbar)\xi(-i\hbar)\,\mathbf S\times\mathbf r=\xi(r)\,\mathbf S\times\mathbf r$. For $\xi=V'(r)/(2m^2c^2r)$ and $\nabla V=V'\mathbf r/r$, this is

$$\mathbf v_{SO}=\frac{\hbar}{4m^2c^2}\,\boldsymbol\sigma\times\nabla V. \tag{2}$$

The same result holds without central symmetry. There $H_{SO}=\frac{\hbar}{4m^2c^2}\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)=\frac{\hbar}{4m^2c^2}(\boldsymbol\sigma\times\nabla V)\cdot\mathbf p$, and $(i/\hbar)[p_i,r_j]=\delta_{ij}$ removes $\mathbf p$.

A pseudopotential changes one step of this argument: its radial factor depends on angular momentum, or is a projector, and no longer commutes with $\mathbf r$.

## 2. The spin-orbit part of the pseudopotential

A relativistic norm-conserving pseudopotential has one radial operator for each $l$ and $j=l\pm\frac12$. Call these $\hat V_{l,\pm}$. From $2\mathbf L\cdot\mathbf S=J^2-L^2-S^2$, the values $\lambda$ of $\mathbf L\cdot\mathbf S/\hbar^2$ are $l/2$ for $j=l+\frac12$ and $-(l+1)/2$ for $j=l-\frac12$. The projectors on the two values of $j$, within fixed $l$, are hence

$$\hat P_{l,+}=\frac{l+1+2\mathbf L\cdot\mathbf S/\hbar^2}{2l+1},\qquad
\hat P_{l,-}=\frac{l-2\mathbf L\cdot\mathbf S/\hbar^2}{2l+1},$$

because each equals one on its own $\lambda$ and zero on the other. Inserting them in $\hat V_{l,+}\hat P_{l,+}+\hat V_{l,-}\hat P_{l,-}$ and collecting terms gives a scalar part $[(l+1)\hat V_{l,+}+l\hat V_{l,-}]/(2l+1)$ and a spin-orbit part

$$V_{SO}=\frac1{\hbar^2}\sum_l\hat w_l\hat P_l\,\mathbf L\cdot\mathbf S,\qquad
\hat w_l=\frac{2}{2l+1}\left(\hat V_{l,+}-\hat V_{l,-}\right), \tag{3}$$

with $\hat P_l$ the projector on angular momentum $l$ about the atom. Nothing here requires the two $j$ channels to share a projector function.

The radial operator acts as $(\hat w_lf)(r)=\int w_l(r,r')f(r')\,r'^2dr'$, with a real symmetric kernel. A semilocal potential has $w_l=W_l(r)\,\delta(r-r')/r^2$. A separable one has $w_l=\sum_{ij}\beta_i(r)D_{ij}\beta_j(r')$.

## 3. The velocity kernel

Write $\mathbf n=\mathbf r/r$, $\mathbf n'=\mathbf r'/r'$ and $u=\mathbf n\cdot\mathbf n'$. By the addition theorem, the kernel of $\hat w_l\hat P_l$ is $w_l(r,r')\frac{2l+1}{4\pi}P_l(u)$, with $P_l$ the Legendre polynomial. This operator commutes with $\mathbf L$, so $\mathbf L$ may act last, on $\mathbf r$. It does not act on functions of $r$ alone, and

$$\nabla u=\frac{\mathbf n'-u\,\mathbf n}{r},\qquad \mathbf r\times\nabla u=\mathbf n\times\mathbf n',\qquad
\mathbf L\,P_l(u)=-i\hbar\,P_l'(u)\,\mathbf n\times\mathbf n',$$

where $P_l'=dP_l/du$. With $\mathbf S=\hbar\boldsymbol\sigma/2$ the prefactors combine to $\hbar^{-2}(-i\hbar)(\hbar/2)=-i/2$:

$$V_{SO}(\mathbf r,\mathbf r')=-\frac i2\sum_l\frac{2l+1}{4\pi}\,w_l(r,r')\,P_l'(u)\,\boldsymbol\sigma\cdot(\mathbf n\times\mathbf n'). \tag{4}$$

In $V_{SO}\mathbf r$ the position acts first and gives $\mathbf r'$; in $\mathbf rV_{SO}$ it acts last and gives $\mathbf r$. The commutator thus multiplies the kernel by $\mathbf r'-\mathbf r$, and $(i/\hbar)(-i/2)=1/(2\hbar)$:

$$\boxed{\mathbf v_{SO}(\mathbf r,\mathbf r')=\frac1{2\hbar}\sum_l\frac{2l+1}{4\pi}\,w_l(r,r')\,P_l'(u)\,[\boldsymbol\sigma\cdot(\mathbf n\times\mathbf n')]\,(\mathbf r'-\mathbf r)} \tag{5}$$

Exchanging $\mathbf r$ and $\mathbf r'$ reverses both the cross product and the difference, so the kernel is symmetric; as $\boldsymbol\sigma$ is Hermitian, so is the velocity. A semilocal potential also contributes. Its delta function sets $r=r'$, but $\mathbf r'-\mathbf r=r(\mathbf n'-\mathbf n)$ remains, because the potential is nonlocal in angle.

## 4. How much of it is $\mathbf S\times\mathbf r$?

Let $A=\hbar^{-2}\sum_l\hat w_l\hat P_l$, so that $V_{SO}=A\,\mathbf L\cdot\mathbf S$. The two factors commute, so the product may be written in either order. Averaging the product rule over both orders gives

$$[A\,\mathbf L\cdot\mathbf S,\mathbf r]=\tfrac12\big(A[\mathbf L\cdot\mathbf S,\mathbf r]+[\mathbf L\cdot\mathbf S,\mathbf r]A+[A,\mathbf r]\,\mathbf L\cdot\mathbf S+\mathbf L\cdot\mathbf S\,[A,\mathbf r]\big).$$

With equation (1),

$$\mathbf v_{SO}=\tfrac12\left(A\,\mathbf S\times\mathbf r+\mathbf S\times\mathbf r\,A\right)+\frac{i}{2\hbar}\left([A,\mathbf r]\,\mathbf L\cdot\mathbf S+\mathbf L\cdot\mathbf S\,[A,\mathbf r]\right). \tag{6}$$

The first bracket has the form of $\boldsymbol\sigma\times\nabla V$, with $A$ in the place of $\xi$. The second comes from nonlocality.

**Local limit.** If all channels, including $l=0$, carry the same local function, then $A=\xi(r)\sum_l\hat P_l=\xi(r)$. The second bracket vanishes and equation (2) returns. Including $l=0$ leaves $V_{SO}$ unchanged, since $\mathbf L\cdot\mathbf S=0$ there, but it does change the split in equation (6). The total is unique; the split depends on the choice of $A$ in the $s$ channel. Below, $A$ is zero there, as in a code that stores no spin-orbit projector for $l=0$.

**One active channel.** Let $A$ act in a single channel $l$. Take a state $\phi$ in that channel with value $\lambda$, and a state $\phi'$ with another angular momentum and value $\lambda'$. Then $A\phi'=0$, and the full element is

$$\langle\phi'|\mathbf v_{SO}|\phi\rangle=-\frac i\hbar\langle\phi'|\mathbf r\,A\,\mathbf L\cdot\mathbf S|\phi\rangle=-i\hbar\lambda\,\langle\phi'|\mathbf rA|\phi\rangle .$$

For the first bracket of equation (6), use $\mathbf S\times\mathbf r=(i/\hbar)[\mathbf L\cdot\mathbf S,\mathbf r]$:

$$\tfrac12\langle\phi'|\mathbf S\times\mathbf r\,A|\phi\rangle=\frac{i\hbar}{2}(\lambda'-\lambda)\langle\phi'|\mathbf rA|\phi\rangle .$$

Where the full element is nonzero, the $\mathbf S\times\mathbf r$ part is therefore the fraction

$$f=\tfrac12\left(1-\lambda'/\lambda\right). \tag{7}$$

For an active $p$ channel, $\lambda=-1$ for $p_{1/2}$ and $\frac12$ for $p_{3/2}$. An $s$ partner has $\lambda'=0$, so $f=\frac12$. For $d$ partners, $\lambda'=-\frac32$ or $1$, and $f$ is $-\frac14$ for $d_{3/2}$–$p_{1/2}$, $2$ for $d_{3/2}$–$p_{3/2}$ and $-\frac12$ for $d_{5/2}$–$p_{3/2}$. Keeping the $\mathbf S\times\mathbf r$ part alone can thus give the wrong size and even the wrong sign. An implementation should evaluate the whole commutator.

## 5. Working formulas

**Projector form.** Write the separable operator as $V_{SO}=\sum_{\mu\nu}|p_\mu\rangle M_{\mu\nu}\langle p_\nu|$. Each $p_\mu$ is a radial projector times a spherical harmonic and a spin state, and $M$ contains $D_{ij}$ times the matrix of $\mathbf L\cdot\mathbf S/\hbar^2$. For an atom at $\mathbf R$, the constant $\mathbf R$ commutes with $V_{SO}$, so $\mathbf r$ may be replaced by $\mathbf r-\mathbf R$. With $b_\mu=\langle p_\mu|\psi\rangle$ and $\mathbf c_\mu=\langle p_\mu|(\mathbf r-\mathbf R)|\psi\rangle$,

$$\langle f|\mathbf v_{SO}|i\rangle=\frac i\hbar\sum_{\mu\nu}M_{\mu\nu}\left(b_\mu^{f*}\,\mathbf c_\nu^{\,i}-\mathbf c_\mu^{\,f*}\,b_\nu^{\,i}\right). \tag{8}$$

Both integrals are confined to the range of the projectors.

**Crystals.** The position operator is unsuitable for Bloch states, but the difference $\mathbf r'-\mathbf r$ in equation (5) is harmless. Moreover,

$$\nabla_{\mathbf k}\left(e^{-i\mathbf k\cdot\mathbf r}V_{SO}\,e^{i\mathbf k\cdot\mathbf r}\right)=i\,e^{-i\mathbf k\cdot\mathbf r}[V_{SO},\mathbf r]\,e^{i\mathbf k\cdot\mathbf r},$$

so the Bloch-transformed velocity $e^{-i\mathbf k\cdot\mathbf r}\,\mathbf v_{SO}\,e^{i\mathbf k\cdot\mathbf r}$ is $1/\hbar$ times the $\mathbf k$ derivative of the Bloch-transformed $V_{SO}$. Between plane waves normalised in volume $\Omega$,

$$V_{SO}(\mathbf k,\mathbf k')=\frac1\Omega\iint e^{-i\mathbf k\cdot\mathbf r}\,V_{SO}(\mathbf r,\mathbf r')\,e^{i\mathbf k'\cdot\mathbf r'}d^3r\,d^3r'.$$

The operator $\nabla_{\mathbf k}+\nabla_{\mathbf k'}$ brings down $i(\mathbf r'-\mathbf r)$, hence

$$\langle\mathbf k|\mathbf v_{SO}|\mathbf k'\rangle=\frac1\hbar(\nabla_{\mathbf k}+\nabla_{\mathbf k'})\,V_{SO}(\mathbf k,\mathbf k'). \tag{9}$$

**A closed example.** Let the $p$ channel have $w_1=D\beta(r)\beta(r')$ with $\beta=Nr\,e^{-r^2/2a^2}$. The normalisation $\int\beta^2r^2dr=1$, with $\int_0^\infty r^4e^{-r^2/a^2}dr=3\sqrt\pi\,a^5/8$, gives $N^2=8/(3\sqrt\pi\,a^5)$. As $P_1'=1$ and $rr'\,\mathbf n\times\mathbf n'=\mathbf r\times\mathbf r'$, equation (4) becomes

$$V_{SO}(\mathbf r,\mathbf r')=-\frac{3i}{8\pi}DN^2e^{-(r^2+r'^2)/2a^2}\,\boldsymbol\sigma\cdot(\mathbf r\times\mathbf r').$$

Differentiating the Fourier transform of a Gaussian gives

$$\int\mathbf r\,e^{\mp i\mathbf k\cdot\mathbf r}e^{-r^2/2a^2}d^3r=\mp i(2\pi)^{3/2}a^5\,\mathbf k\,e^{-a^2k^2/2}.$$

The upper sign applies to $\mathbf r$ and the lower to $\mathbf r'$, so the phases multiply to $(-i)(i)=1$. The constants give $\frac{3}{8\pi}N^2(2\pi)^3a^{10}=8\pi^{3/2}a^5$, and

$$V_{SO}(\mathbf k,\mathbf k')=-\frac{8i\pi^{3/2}Da^5}{\Omega}\,e^{-a^2(k^2+k'^2)/2}\,\boldsymbol\sigma\cdot(\mathbf k\times\mathbf k').$$

The triple product has gradients $\mathbf k'\times\boldsymbol\sigma$ with respect to $\mathbf k$ and $\boldsymbol\sigma\times\mathbf k$ with respect to $\mathbf k'$. They add to $\boldsymbol\sigma\times(\mathbf k-\mathbf k')$. The exponential contributes $-a^2(\mathbf k+\mathbf k')$. Equation (9) then gives

$$\langle\mathbf k|\mathbf v_{SO}|\mathbf k'\rangle=-\frac{8i\pi^{3/2}Da^5}{\hbar\Omega}e^{-a^2(k^2+k'^2)/2}\left\{\boldsymbol\sigma\times(\mathbf k-\mathbf k')-a^2(\mathbf k+\mathbf k')\,\boldsymbol\sigma\cdot(\mathbf k\times\mathbf k')\right\}. \tag{10}$$

**Long wavelengths.** For $ka,k'a\ll1$ the leading term is proportional to $\boldsymbol\sigma\times\mathbf q$, with $\mathbf q=\mathbf k-\mathbf k'$. A short-ranged local term $\xi\,\mathbf S\times\mathbf r$ has the same form. Expanding $e^{-i\mathbf q\cdot\mathbf r}$ to first order and averaging $r_ir_j$ to $r^2\delta_{ij}/3$ gives $-\frac{i\hbar}{6\Omega}\,\boldsymbol\sigma\times\mathbf q\int\xi r^2d^3r$. To this order the projector is equivalent to a local spin-orbit potential with

$$\int\xi(r)\,r^2d^3r=\frac{48\pi^{3/2}Da^5}{\hbar^2}.$$

At larger wave vectors equation (10) depends on $\mathbf k+\mathbf k'$ as well as on $\mathbf q$, both through its second term and through the Gaussian factor, since $k^2+k'^2=\frac12\left(q^2+|\mathbf k+\mathbf k'|^2\right)$. A local $\xi\,\mathbf S\times\mathbf r$ depends on $\mathbf q$ alone and cannot reproduce it.

## 6. The complete velocity and a worked example

For bound eigenstates of the full pseudo-Hamiltonian $H$, which decay fast enough that $\mathbf r|i\rangle$ is normalisable and $H$ may act to the left,

$$\langle f|\mathbf v|i\rangle=\frac i\hbar\langle f|H\mathbf r-\mathbf rH|i\rangle=\frac i\hbar(E_f-E_i)\langle f|\mathbf r|i\rangle. \tag{11}$$

Here $\mathbf v$ must contain $\mathbf p/m$, the commutator of the scalar nonlocal part and $\mathbf v_{SO}$. Any further nonlocal term in $H$, such as Fock exchange, adds its own commutator.

Consider one electron in the local potential $-e^2\,\mathrm{erf}(r/r_c)/(4\pi\epsilon_0r)$ with $r_c=0.80$ Å. The $p$ channel has the Gaussian projector above, with $a=1.00$ Å, scalar strength $E_0=-4.00$ eV and spin-orbit strength $D=1.00$ eV. These are model parameters. In a $p_j$ state the nonlocal potential is $(E_0+\lambda D)|\beta\rangle\langle\beta|$, of strength $-5.00$ eV for $p_{1/2}$ and $-3.50$ eV for $p_{3/2}$.

Let $R_s$ and $R_p$ be the radial functions, and let $\alpha$ be the angular element of a Cartesian component of $\mathbf n$ between the two states. It is common to all terms. For the kinetic term, apply $\partial_z$ to $R_p\,z/r$. The angular average is $\frac13(R_p'+2R_p/r)$, while that of $(z/r)^2$ is $\frac13$, so the derivative acts as $\alpha(R_p'+2R_p/r)$. The nonlocal potential acts on the $p$ state only, so its commutator gives $-(i/\hbar)\langle s|\mathbf rV|p\rangle$. Writing the velocity element as $-i\alpha\bar v$,

$$\bar v=\frac\hbar m\int R_s\left(R_p'+\frac{2R_p}{r}\right)r^2dr+\frac{E_0+\lambda D}{\hbar}\langle s|r|\beta\rangle\langle\beta|p\rangle, \tag{12}$$

and equation (11) requires $\bar v=(E_p-E_s)\langle s|r|p\rangle/\hbar$. All brackets are now radial integrals.

The lowest $s$ state lies at $-7.481$ eV, and $\langle s|r|\beta\rangle=1.391$ Å. For $p_{1/2}$, $\langle\beta|p\rangle=0.931$, and the spin-orbit term is $(-1)(1.00\ \text{eV})(1.391\ \text{Å})(0.931)/\hbar=-196.7$ km/s. The complete sums are

- $p_{1/2}$: $1129.2-786.8-196.7=145.7$ km/s;
- $p_{3/2}$: $1113.3-761.1+95.1=447.3$ km/s,

in the order kinetic, scalar nonlocal, spin-orbit. The right-hand side of equation (11) uses other quantities. For $p_{1/2}$ the energy difference is $-6.866+7.481=0.615$ eV and the length is 1.559 Å; for $p_{3/2}$ they are 1.876 eV and 1.569 Å. Divided by $\hbar$, the products give the same 145.7 and 447.3 km/s.

Without $\mathbf v_{SO}$ the amplitudes would be 342.4 and 352.2 km/s. Relative to the complete values, the errors are $+135\,\%$ and $-21\,\%$. By equations (11) and (12) the relative error is $-\lambda D\langle s|r|\beta\rangle\langle\beta|p\rangle/[(E_p-E_s)\langle s|r|p\rangle]$, roughly the spin-orbit shift divided by the transition energy. It is large here for two reasons. The kinetic and scalar terms largely cancel, which goes with a small transition energy, and $D$ was chosen large. With $D=0.05$ eV and the other parameters unchanged, the errors shrink to about $+3\,\%$ and $-1\,\%$. Keeping only the $\mathbf S\times\mathbf r$ part, which is half of $\mathbf v_{SO}$ when $A$ is zero in the $s$ channel, would still give $342.4-98.4=244.0$ km/s for $p_{1/2}$, too large by 68 %.

The effect on relative strengths is greater still. The sum over components of $n_d\hat P_sn_d$, with $\hat P_s$ the projector on $l=0$, is rotationally invariant and spin-independent, hence constant within the $p$ space. The angular weights therefore follow the multiplicities $2j+1$, in the ratio $4:2$. The ratio of squared velocity elements, $p_{3/2}$ to $p_{1/2}$, is

$$2\left(\frac{447.3}{145.7}\right)^2\approx18.9,$$

but 2.12 if $\mathbf v_{SO}$ is omitted. The lengths differ by less than 1 %, so nearly all the departure from 2 comes from the squared ratio of transition energies, $(1.876/0.615)^2\approx9.3$. The truncated operator misses it. These magnitudes belong to this model, where the 1.26 eV splitting exceeds the smaller transition energy.

## 7. Conditions of use

Equation (11) provides a check for an implementation, provided that the states are bound, converged eigenstates of the same $H$ that defines $\mathbf v$. It does not apply as written to Bloch states, for which $\langle f|\mathbf r|i\rangle$ is not well defined. In a finite basis, multiplication by $\mathbf r$ can lead out of the basis, and the two sides then agree only to within the basis error.

The derivation assumes energy-independent radial operators and an ordinary eigenvalue problem without an overlap operator, as in norm-conserving schemes. The result is the velocity of the pseudo-Hamiltonian. It does not restore the all-electron wavefunction near the nucleus, so agreement with equation (11) shows internal consistency, not the accuracy of the pseudopotential.

The numerical output below gives the deviations found for the angular kernel, the operator identity and the plane-wave formula, and the fractions of equation (7).

## Computed values

```
soft Coulomb radius r_c = 0.80 angstrom
projector width a = 1.00 angstrom
scalar projector strength E0 = -4.00 eV
spin-orbit projector strength D = 1.00 eV
angular kernel, largest deviation = 4.4e-16
operator identity, largest deviation = 4.4e-15
plane-wave closed form, relative deviation = 1.3e-15
joint k shift, relative deviation = 9.5e-09
real-space kernel, relative deviation = 8.0e-12
share of S x r part, s1/2-p1/2 = 0.500
share of S x r part, s1/2-p3/2 = 0.500
share of S x r part, d3/2-p1/2 = -0.250
share of S x r part, d3/2-p3/2 = 2.000
share of S x r part, d5/2-p3/2 = -0.500
energy of s state = -7.4807 eV
<s|r|beta> = 1.3911 angstrom
p1/2: L.S/hbar^2 = -1.00
p1/2: energy = -6.8658 eV
p1/2: <s|r|p> = 1.5594 angstrom
p1/2: <beta|p> = 0.9308
p1/2: kinetic velocity = 1129.21 km/s
p1/2: scalar nonlocal velocity = -786.83 km/s
p1/2: spin-orbit velocity = -196.71 km/s
p1/2: total velocity = 145.67 km/s
p1/2: (Ep-Es)<r>/hbar = 145.67 km/s
p1/2: relative mismatch = 1.7e-12
p1/2: error without spin-orbit velocity = 135.04 %
p3/2: L.S/hbar^2 = 0.50
p3/2: energy = -5.6046 eV
p3/2: <s|r|p> = 1.5693 angstrom
p3/2: <beta|p> = 0.9003
p3/2: kinetic velocity = 1113.25 km/s
p3/2: scalar nonlocal velocity = -761.09 km/s
p3/2: spin-orbit velocity = 95.14 km/s
p3/2: total velocity = 447.30 km/s
p3/2: (Ep-Es)<r>/hbar = 447.30 km/s
p3/2: relative mismatch = 5.3e-13
p3/2: error without spin-orbit velocity = -21.27 %
p3/2 - p1/2 splitting = 1.2612 eV
angular weight ratio p3/2 : p1/2 = 2.000
squared velocity ratio, complete = 18.8579
squared velocity ratio, no spin-orbit velocity = 2.1160
```
